# Two derivations of the energy-independent Riccati equation for exact decoupling, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the positive-energy states to the equation

### A free electron with one momentum

Let a free electron move along the \(z\) axis with momentum \(p\neq0\) and spin up along the same axis. Its Dirac wave function then has one large amplitude \(\phi\) and one small amplitude \(\chi\). In Hartree atomic units, with \(c\) the speed of light and the energy \(E\) counted from the rest energy, the Dirac equation is the pair

\[
cp\,\chi=E\phi,\qquad cp\,\phi-2c^2\chi=E\chi .
\]

Write \(\chi=x\phi\) with a number \(x\). The first equation gives \(E=cp\,x\). Put this into the second one and divide by \(\phi\):

\[
cp-2c^2x=cp\,x^2,\qquad\text{or}\qquad 2c^2x=cp-x\,(cp)\,x .
\]

The energy has disappeared. What remains is a quadratic equation with the roots

\[
x_\pm=\frac{-c\pm\sqrt{c^2+p^2}}{p},\qquad x_+x_-=-1 .
\]

Since \(E=cp\,x\), the root \(x_+\) belongs to \(E_+=-c^2+c\sqrt{c^2+p^2}>0\), and \(x_-\) belongs to \(E_-=-c^2-c\sqrt{c^2+p^2}<-2c^2\). Multiplying numerator and denominator of \(x_+\) by \(c+\sqrt{c^2+p^2}\) gives

\[
x_+=\frac{p}{c+\sqrt{c^2+p^2}},\qquad |x_+|<1,\qquad |x_-|=\frac1{|x_+|}>1 .
\]

Three features can be read off. The ratio of small to large component obeys an equation without the energy. That equation has an unwanted root as well. The size of the root tells the two apart: the small component is the smaller one for positive energy and the larger one for negative energy. The task is to find out what becomes of these features in a potential, where momentum is not conserved and the number \(x\) has to become an operator.

### The equation for one state at a time

Let \(\phi\) and \(\chi\) now be two-component functions of position, \(\sigma\) the Pauli matrices and \(p=-i\nabla\). Abbreviate \(K=c\,\sigma\cdot p\). A real scalar potential \(V\) acts equally on both components. The Dirac operator and its eigenvalue equation are

\[
D=\begin{pmatrix}V&K\\K&V-2c^2\end{pmatrix},
\]
\[
V\phi+K\chi=E\phi,\qquad K\phi+(V-2c^2)\chi=E\chi .
\tag{1}
\]

Solving the second equation for \(\chi\) gives

\[
\chi=(2c^2+E-V)^{-1}K\phi .
\tag{2}
\]

This is correct for an eigenstate, but the operator on the right contains the energy of that state. Another state needs another operator. If (2) is inserted into the first equation of (1), the resulting equation for \(\phi\) has \(E\) on both sides, so it is not the ordinary eigenvalue equation of an energy-independent operator.

Suppose now that one linear operator \(X\) gives \(\chi=X\phi\) for all positive-energy states. The first equation of (1) then reads \(E\phi=(V+KX)\phi\). The energy is a number and commutes with \(X\), so that

\[
E\chi=E X\phi=X(E\phi)=X(V+KX)\phi .
\]

Insert this on the right of the second equation of (1):

\[
K\phi+VX\phi-2c^2X\phi=XV\phi+XKX\phi .
\]

Move the term with \(2c^2\) to the right and the other two terms to the left, and use \(VX-XV=-[X,V]\), where \([X,V]=XV-VX\). If the large components of these states span the two-component space, the result is an equation between operators:

\[
\boxed{\,2c^2X=c\,\sigma\cdot p-[X,V]-X\,c\,\sigma\cdot p\,X\,}
\tag{3}
\]

The energy in (2) has been traded for the operator \(V+KX\), which stands to the right of \(X\) and acts on the large component. The potential in (2) stands to the left and acts on the small component. If \(X\) commuted with \(V\), the two potentials would cancel. The commutator is what remains because they act on different functions.

This short derivation rests on two suppositions: that one operator \(X\) serves all positive-energy states, and that their large components fill the space. It also speaks of eigenstates, while scattering states are not normalizable. These gaps can be closed for a class of potentials.

### A gap between the two kinds of states

Let \(V\) be bounded, and let its highest and lowest values differ by less than \(2c^2\):

\[
g=2c^2-(\sup V-\inf V)>0 .
\tag{4}
\]

A constant added to \(V\) does not change \(g\). Choose the energy

\[
\lambda=\tfrac12\left(\inf V+\sup V-2c^2\right),
\]

which lies halfway between \(\sup V-2c^2\) and \(\inf V\). These two limits are a distance \(g\) apart. Therefore

\[
V-\lambda\ge \tfrac g2,\qquad \lambda-V+2c^2\ge\tfrac g2
\tag{5}
\]

at every point of space. Let \(J\) multiply the large component by \(+1\) and the small one by \(-1\). For \(\psi=(\phi,\chi)\) in the domain of \(D\),

\[
\begin{aligned}
\langle J\psi,(D-\lambda)\psi\rangle
={}&\langle\phi,(V-\lambda)\phi\rangle+\langle\phi,K\chi\rangle\\
&-\langle\chi,K\phi\rangle+\langle\chi,(\lambda-V+2c^2)\chi\rangle .
\end{aligned}
\]

Because \(K\) is Hermitian, \(\langle\chi,K\phi\rangle\) is the complex conjugate of \(\langle\phi,K\chi\rangle\). The difference of the two is imaginary and drops out of the real part. With (5),

\[
\operatorname{Re}\langle J\psi,(D-\lambda)\psi\rangle\ge\tfrac g2\|\psi\|^2 .
\tag{6}
\]

The left side is at most \(\|\psi\|\,\|(D-\lambda)\psi\|\), since \(J\) preserves the norm. Hence \(\|(D-\lambda)\psi\|\ge\frac g2\|\psi\|\). For a self-adjoint operator this means that no point of the spectrum is closer to \(\lambda\) than \(g/2\). The interval from \(\sup V-2c^2\) to \(\inf V\) is therefore empty.

"Positive-energy" now has a definite meaning: it refers to the spectral subspace above this gap. An electron bound in an attractive potential belongs to it, although its energy relative to the rest energy is negative. The subspace below the gap is called the negative-energy subspace.

### Why one map serves all states

Take a nonzero \(\psi\) in the positive-energy subspace and form \(\psi(t)=e^{-t(D-\lambda)}\psi\) for \(t\ge0\). Here \(t\) is a mathematical parameter, not the time. The function \(\psi(t)\) stays in the subspace, and it decays at least as fast as \(e^{-gt/2}\), because \(D-\lambda\ge g/2\) there. For \(t>0\), differentiation and (6) give

\[
\frac{d}{dt}\langle\psi(t),J\psi(t)\rangle
=-2\operatorname{Re}\langle J\psi(t),(D-\lambda)\psi(t)\rangle
\le-g\|\psi(t)\|^2 .
\]

Integrate from \(0\) to \(\infty\). The upper limit contributes zero, so

\[
\|\phi\|^2-\|\chi\|^2=\langle\psi,J\psi\rangle\ge g\int_0^\infty\|\psi(t)\|^2dt>0 .
\tag{7}
\]

Every positive-energy state, whether an eigenstate or a wave packet, has a small component that is smaller in norm than its large component. For a negative-energy state one uses \(e^{+t(D-\lambda)}\psi\), which decays in that subspace. The derivative changes sign, and the same integration gives \(\|\phi\|<\|\chi\|\).

The existence of \(X\) follows in three steps.

First, \(\phi\) determines \(\chi\). If two positive-energy states had the same \(\phi\), their difference would be a positive-energy state with zero large component. By (7) it must vanish.

Secondly, the set of large components is closed. From (7), \(\|\psi\|^2=\|\phi\|^2+\|\chi\|^2\le2\|\phi\|^2\). If a sequence of large components converges, the corresponding full states converge too, and their limit is again a positive-energy state.

Thirdly, this set is the whole two-component space. Suppose that \(\phi'\) is orthogonal to all large components. Then \((\phi',0)\) is orthogonal to all positive-energy states and so belongs to the negative-energy subspace. There the large component must be smaller than the small one, which is zero. Hence \(\phi'=0\).

The rule \(\phi\mapsto\chi\) thus defines a linear operator \(X\) on the whole two-component space, and (7) gives \(\|X\|\le1\).

Eigenstates are no longer needed for equation (3). Let \(\psi=(\phi,X\phi)\) be a positive-energy state in the domain of \(D\). The spectral subspace is mapped into itself by \(D\), so \(D\psi\) is again of the form \((\eta,X\eta)\). Its upper component is \(\eta=V\phi+KX\phi\), and its lower component must be \(X\eta\):

\[
K\phi+(V-2c^2)X\phi=X(V+KX)\phi .
\]

This is the line that led to (3). It now holds for scattering states as well. The functions \(\phi\) for which it has been shown are dense in the two-component space.

### An electron in a deep narrow well

Relativity has to be strong if the terms of (3) are to be of comparable size. A suitable model is an electron in a periodic cube of side 0.1 bohr with a Gaussian well \(-V_0e^{-r^2/2w^2}\), repeated with the period of the cube. The depth is \(V_0=20000\) hartree and the width \(w=0.015\) bohr. These are round model parameters. With \(c=137.036\), \(2c^2=37557.7\) hartree.

The basis consists of plane waves with momenta \(2\pi n/(0.1\ \text{bohr})\), where \(n\) is a vector of integers with \(n\cdot n\le9\). With two spin directions this gives 246 functions, used for both components. The largest momentum is \(1.38\,c\). Since \(\sigma\cdot p\) does not change the momentum of a plane wave, it maps the basis into itself. The truncated problem has the form (1), with a Hermitian matrix in the place of \(V\). The derivation used no other property of \(V\) than its Hermiticity and its bounds, so it carries over, with the extreme eigenvalues of the matrix as \(\inf V\) and \(\sup V\).

These eigenvalues are \(-13355.3\) and \(-0.5\) hartree, and

\[
g=37557.73-(13355.28-0.54)=24202.99\ \text{hartree}.
\]

The guaranteed gap reaches from \(-0.54-37557.73=-37558.27\) to \(-13355.3\) hartree. Diagonalization of the Dirac matrix puts the highest negative-energy level at \(-37979.0\) hartree and the lowest positive-energy level at \(-7729.1\) hartree, or \(-210.3\) keV. The Schrödinger equation in the same basis gives \(-7699.7\) hartree. With the smaller set \(n\cdot n\le6\) the Dirac ground level is \(-7323.6\) hartree, about 406 hartree higher. The energies therefore belong to the stated finite model and are not converged values for the well.

For the ground state with \(\|\phi\|=1\) the norm of the small component is \(\|X\phi\|=0.3372\). Its share of the full density is \(0.3372^2/(1+0.3372^2)=0.102\). Now let both sides of (3) act on \(\phi\), and take the component of each term along the unit vector \(X\phi/\|X\phi\|\). In hartree,

\[
\begin{aligned}
2c^2X&:\ 12665.3, & c\,\sigma\cdot p&:\ 12737.7,\\
[X,V]&:\ -2023.5, & X\,c\,\sigma\cdot p\,X&:\ 2095.9 .
\end{aligned}
\]

The balance is \(12737.7+2023.5-2095.9=12665.3\). The last two terms are in magnitude 16.0 and 16.5 per cent of the left side, yet they nearly cancel. The meaning of their sum follows from the first line of (1). On an eigenstate,

\[
[X,V]\phi+XKX\phi=X(V+KX)\phi-VX\phi=(E-V)X\phi .
\]

The sum of the two terms measures \(E-V\) averaged over the density of the small component. Here this average is \((12737.7-12665.3)/0.3372\approx215\) hartree, which is small compared with \(|E|\). In this state the potential averaged over the small component happens to lie close to the energy. This is a feature of the stated basis: the average is \(-519\) hartree for \(n\cdot n\le6\) and \(+1463\) hartree for \(n\cdot n\le14\), where the two terms are \(-2047\) and \(2567\) hartree.

The cancellation does not make the energy in (2) unimportant. Take the operator of (2) with the ground-state energy and apply it to the highest state of the basis, at \(12756.3\) hartree. The result differs from the true small component by 68 per cent of the norm of the latter. If \(V\) is neglected in the denominators, the expected excess is

\[
\frac{37557.7+12756.3}{37557.7-7729.1}-1=0.69 ,
\]

which accounts for the size of the error. The operator \(X\) gives the right small component for both states.

## Second half: from block decoupling to the equation

### Symbols and results carried over

The Dirac operator \(D\) has the diagonal blocks \(V\) and \(V-2c^2\) and the off-diagonal blocks \(K=c\,\sigma\cdot p\). It acts on \(\psi=(\phi,\chi)\), with large component \(\phi\) and small component \(\chi\). Energies are counted from the rest energy. The first half showed that the map \(\chi=X\phi\) for the positive-energy states obeys

\[
2c^2X=K-[X,V]-XKX,\qquad [X,V]=XV-VX .
\tag{3}
\]

It assumed \(g=2c^2-(\sup V-\inf V)>0\). With \(\lambda\) halfway between \(\sup V-2c^2\) and \(\inf V\), every \(\psi\) in the domain of \(D\) satisfies

\[
\operatorname{Re}\langle J\psi,(D-\lambda)\psi\rangle\ge\tfrac g2\|\psi\|^2,
\tag{6}
\]

where \(J\) reverses the sign of \(\chi\). No energy lies closer to \(\lambda\) than \(g/2\).

The second derivation does not start from a property of the states. It asks for a change of variables that removes one off-diagonal block. It is carried out for a finite basis of \(N\) two-component functions, the same for both components, so that \(V\), \(K\) and \(X\) are \(N\times N\) matrices and all products exist.

For bounded potentials with \(g>0\), a single operator \(X\) gives the small component of every positive-energy state from its large component, and it obeys equation (3). What remains is to derive the same equation by removing one off-diagonal block of the Dirac matrix, and to find which of its solutions belongs to the positive energies.

Numerical values quoted here were computed with a short program.
